Spin-carrying fraction of half-filled negative-U centres in a chalcogenide glass

**Problem**

A chalcogenide glass contains many identical, independent defect centres. Each centre has one localized orbital, which holds no electron (D⁺), one electron (D⁰) or two electrons (D⁻). After the surrounding lattice has relaxed, the energies of the three states are 0, ε and 2ε + U, with effective repulsion U = −0.6 eV. The centres are half-filled: they hold one electron per centre on average.

(a) Explain how U can be negative, and why the relaxed value is the one that enters thermal equilibrium.

(b) Calculate the equilibrium fraction of singly occupied centres at 300 K, and show that only about nine centres per million carry spin.

(c) Explain why the activation energy of this fraction is half of |U|, and find what happens away from half filling.

(d) Estimate how far disorder, interactions, temperature and slow equilibration can move the result in a real glass.

**Solution**

The algebra uses atomic units (ħ = mₑ = e = 1), with Boltzmann's constant k kept and β = 1/(kT). Numerical energies are in eV.

**(a) Where the negative sign comes from**

Two electrons in one orbital repel each other with a bare energy U_c > 0. Let the charge of the centre also push on one lattice coordinate q of frequency ω. With n electrons on the centre, and q measured from the equilibrium position of the neutral state, the Hamiltonian is

H(n) = n e₁ + U_c δ(n,2) + ½p² + ½ω²q² − c(n−1)q.

Here e₁ is the bare orbital energy, c is the coupling strength, and δ(n,2) is 1 for n = 2 and 0 otherwise. Completing the square in q gives

½ω²q² − c(n−1)q = ½ω²[q − c(n−1)/ω²]² − W(n−1)²,  W = c²/(2ω²).

Both charged states are therefore lowered by W, and the neutral state is not lowered:

E₀ = −W,  E₁ = e₁,  E₂ = 2e₁ + U_c − W.

The effective repulsion is the energy needed to turn two neutral centres into one D⁺ and one D⁻:

U = E₀ + E₂ − 2E₁ = U_c − 2W.

It is negative when 2W > U_c. For example, U_c = 0.4 eV and W = 0.5 eV give U = −0.6 eV. In a chalcogenide glass the relaxation is largely a change of bonding, in which D⁺ forms an extra bond with a lone pair on a neighbouring atom. The single coordinate q is a simple stand-in for that process: it shows how U can become negative, but does not predict its value. Measuring energies from E₀ and writing ε = E₁ − E₀ = e₁ + W gives E₂ − E₀ = 2e₁ + U_c = 2ε + U, which is the form in the problem.

The shift of q does not change the spacing of the oscillator levels. Each charge state thus has the same vibrational partition function, which cancels from all occupation ratios. This is why the relaxed U governs equilibrium in this model, even when the lattice is treated quantum mechanically. The cancellation requires equal frequencies in the three charge states; part (d) relaxes that condition.

**(b) The singly occupied fraction**

D⁺ has an empty orbital and D⁻ has two electrons paired in it, so each is one state without spin. D⁰ has two states, spin up and spin down. With chemical potential μ, the statistical weights are

w₀ = 1,
w₁ = 2 exp[−β(ε − μ)],
w₂ = exp[−β(2ε + U − 2μ)].

Define

d = ε + U/2 − μ,  x = exp(βU/2).

Then ε − μ = d − U/2 and 2ε + U − 2μ = 2d, so

w₁ = 2x exp(−βd),  w₂ = exp(−2βd).

The fraction of singly occupied centres is f₁ = w₁/(w₀ + w₁ + w₂). Multiplying numerator and denominator by exp(βd) gives

f₁ = 2x / [exp(βd) + 2x + exp(−βd)] = x / [x + cosh(βd)].

Half filling fixes d. The mean occupation is f₁ + 2f₂ = 1, while the fractions add to f₀ + f₁ + f₂ = 1. Subtracting these gives f₂ = f₀. Hence w₂ = w₀, exp(−2βd) = 1 and d = 0, so μ = ε + U/2. The result is

f₁ = x/(1 + x) = 1/[1 + exp(−U/(2kT))].

The factor 2 from the spin of D⁰ has cancelled against the two equally probable charged states.

At 300 K, kT = 0.025852 eV, and therefore

|U|/(2kT) = 0.6/(2 × 0.025852) = 11.6045,
x = exp(−11.6045) = 9.125 × 10⁻⁶,
f₁ = x/(1 + x) = 9.12 × 10⁻⁶.

About nine centres in a million are singly occupied. The remainder are divided equally between D⁺ and D⁻, each with a fraction 0.499995. Half filling describes the average, and hardly any individual centre holds one electron.

The spin follows at once. D⁺ and D⁻ have S = 0, and D⁰ has S = ½, for which S(S+1) = ¾. The average over all centres is

⟨S²⟩ = ¾ f₁ = 6.84 × 10⁻⁶.

The spin-carrying fraction is thus f₁ itself, about nine per million.

The limits show what U does. At fixed negative U, f₁ → 0 as T → 0, because all electrons pair. For U = 0, or for kT much larger than |U|, f₁ → ½: two of the four orbital states are singly occupied. For U = +0.6 eV at 300 K the fraction is 0.999991, so reversing the sign of U turns an almost spinless set of centres into one in which nearly every centre carries spin.

**(c) Half of U, and other fillings**

Spins are made in pairs, through the reaction

D⁺ + D⁻ → 2D⁰,

which costs |U|. The weights give its law of mass action:

f₁²/(f₀f₂) = w₁²/(w₀w₂) = 4x² exp(−2βd)/exp(−2βd) = 4 exp(βU).

The chemical potential has dropped out. One energy |U| produces two spins, and it is the square of f₁ that carries the factor exp(βU). Taking the square root halves the exponent. Explicitly, for negative U,

ln f₁ = −ln[1 + exp(β|U|/2)],
−d(ln f₁)/dβ = (|U|/2) exp(β|U|/2)/[1 + exp(β|U|/2)] = (|U|/2)(1 − f₁).

The activation energy is 0.300 eV, since the correction f₁ is negligible here. Putting the whole of U in the exponent would give exp(βU) = 8.3 × 10⁻¹¹, which is too small by a factor of about 10⁵.

The same law follows without a chemical potential. Take N centres holding exactly N electrons, with s singly occupied centres and p = (N − s)/2 centres of each charge. The weight of all such arrangements is

Ω(s) = [N!/(p! p! s!)] 2ˢ exp(−βpU).

Converting one D⁺ and one D⁻ into two D⁰ changes s to s + 2 and p to p − 1. The weight changes by the ratio

Ω(s+2)/Ω(s) = 4p² exp(βU)/[(s+1)(s+2)].

At the maximum this ratio is close to 1. For large s it gives s = 2px = x(N − s), and hence s/N = x/(1 + x), as before. Summing over all relevant s numerically for two million centres gives a mean fraction of 9.12 × 10⁻⁶.

Now let the mean occupation be 1 + m. The same subtraction as in part (b) gives f₂ − f₀ = m, and f₀ + f₂ = 1 − f₁. Therefore

4f₀f₂ = (f₀ + f₂)² − (f₂ − f₀)² = (1 − f₁)² − m²,
f₁² = x²[(1 − f₁)² − m²].

When f₁ is much smaller than 1 − |m|, this becomes

f₁ ≈ x√(1 − m²).

For m = 0.2 the fraction is 9.125 × 10⁻⁶ × √0.96 = 8.94 × 10⁻⁶, a decrease of 2%. Half filling gives the largest fraction, since cosh(βd) is smallest at d = 0, but a moderate departure from it matters little.

**(d) From the model to a glass**

Take rough parameters for a selenide glass of the arsenic selenide kind: 10¹⁸ centres per cm³, a band gap E_g of 1.8 eV, a relative permittivity of 10 and a glass transition near 450 K. The predicted spin density is

10¹⁸ cm⁻³ × 9.12 × 10⁻⁶ = 9.1 × 10¹² cm⁻³.

Thermal band carriers add little to this. With μ at midgap and free-electron masses, the electron density is 2(kT/2π)^(3/2) exp(−βE_g/2) in atomic units, or about 2 × 10⁴ cm⁻³.

**Uncertainty and disorder.** The exponential makes U the critical parameter. Changing U to −0.55 eV gives 2.4 × 10⁻⁵, and −0.65 eV gives 3.5 × 10⁻⁶. Suppose instead that U varies from centre to centre with a Gaussian standard deviation σ = 0.05 eV, while every pair level ε + U/2 stays at μ. For small x, averaging exp(βU/2) multiplies f₁ by

exp[½(σ/(2kT))²] = 1.60.

If U is fixed and the pair levels have the same spread about μ, the average of x/[x + cosh(βd)], evaluated by numerical integration, is 0.52 times the original fraction. The two kinds of disorder act in opposite directions. They nearly cancel if U varies at fixed ε, because the pair level then moves with U. The size of the spread also matters: σ = 0.1 eV in U alone would raise the fraction by a factor of 6.5.

**Interaction between centres.** The typical spacing is (10¹⁸ cm⁻³)^(−1/3) = 10 nm, or 100 Å. Two unit charges at this distance have a Coulomb energy of magnitude V = 0.0144 eV. For an isolated pair of centres at d = 0, the weights are 2exp(βV) for opposite charges, 2exp(−βV) for equal charges, 8x for one neutral centre and 4x² for two. One neutral centre means that half the pair carries spin, so

f₁ = (4x + 4x²)/[4cosh(βV) + 8x + 4x²] = (x + x²)/[cosh(βV) + 2x + x²].

At a separation of 10 nm this is 0.86 times the value for independent centres. In a random arrangement the nearest neighbour is closer, 5.5 nm away on average, and averaging the same pair formula over the nearest-neighbour distance gives a factor of about 0.6. These figures describe one neighbour only. Including the Coulomb interaction among all the randomly placed centres gives nearly the same factor, about 0.6, at this density, permittivity and temperature.

**Vibrations.** Suppose that one mode has a quantum ħω of 0.025 eV in the charged states and a frequency 10% lower in D⁰, with the other energies unchanged. The oscillator partition function is 1/[2 sinh(βħω/2)], so f₁ is multiplied by

sinh(βħω/2)/sinh(0.9βħω/2) = 1.12.

**Temperature and time.** With U held fixed, the equilibrium fraction rises to 6.0 × 10⁻⁵ at 358 K (85 °C) and 4.4 × 10⁻⁴ at 450 K. A population frozen in at 450 K would therefore have about 48 times as many spins as the equilibrium one at 300 K. This is an upper figure for cooling from the glass transition: if the centres still exchange electrons below 450 K, the population freezes in at a lower temperature and the excess is smaller.

Whether the centres equilibrate at 300 K depends on how fast they exchange electrons. With μ at midgap, releasing an electron from D⁻ to the conduction band costs E_g/2 + |U|/2 = 1.2 eV. For a rough attempt rate ν = 10¹² s⁻¹, dividing the stock of D⁰ by this emission rate gives the time scale

τ ~ exp(−β|U|/2)/{ν exp[−β(E_g/2 + |U|/2)]} = exp(βE_g/2)/ν ≈ 1.3 × 10³ s.

This is only an order of magnitude for exchange through the band: minutes to tens of minutes. Holes emitted from D⁺ to the valence band offer a mirror route at the same 1.2 eV. An additional lattice barrier of 0.2 eV on both charge transitions, D⁻/D⁰ and D⁰/D⁺, would lengthen the estimate to 3 × 10⁶ s, about a month; a barrier on only one of them leaves one route open, and the time stays at minutes to tens of minutes.

**Comparison with real material.** The values of U and of the density of centres are assumed inputs here. The spin density is proportional to the assumed density of centres, while f₁ for independent half-filled centres depends only on U and T in the basic model, where the vibration frequencies are equal and D⁺ and D⁻ are single states. In a real glass these conditions matter: ten independent modes softened as above would raise f₁ by a factor of 3.1, and two equivalent bonding arrangements of D⁺ would multiply it by 1/√2 ≈ 0.71. Chalcogenide glasses kept in the dark typically show little or no spin resonance from their defects. A small f₁ is consistent with that behaviour, but does not by itself establish the value of U. In a memory or selector device under bias, the field is not zero: at 0.1 MV/cm, the potential energy of an electron changes by 0.1 eV over 10 nm, about four times kT. Neighbouring centres then no longer share the energy reference used here, and a current can keep their occupations away from equilibrium. The result of nine per million applies to independent, unbiased centres of the basic model that have reached equilibrium at 300 K, with the stated U; disorder with a spread of 0.05 eV changes it by up to a factor of about two (2.4 if ε and U both spread by this much and move together), and a wider spread can change it more. Incomplete equilibration can raise it by a factor of more than ten, but with the rough rates above and no lattice barrier so large an excess disappears within minutes at 300 K, however fast the glass was cooled. With an additional barrier of 0.2 eV on both charge transitions and cooling at 1 K/s, it can last for about a day.
